# The Breit operator as Gaunt plus gauge term, and Darwin's Lagrangian: a numerical check

```python
"""
Result under test (Hartree atomic units, r = |r1 - r2|, n = (r1 - r2)/r):
  Breit = -(1/2r)[a1.a2 + (a1.n)(a2.n)]
        = Gaunt + gauge,  Gaunt = -a1.a2/r,  gauge = -(1/2)(a1.grad1)(a2.grad2) r
where a1, a2 are Dirac alpha matrices and the gradients act on r only.
Also tested: the link to the classical Darwin Lagrangian, and the matrix elements
  <ab|gauge|cd> = (ea-ec)(eb-ed)<ab|r|cd>/(2c^2)
for orbitals of one Dirac Hamiltonian with a local potential.
P, Q: large and small radial functions; spinor = (P chi, -i Q sigma.rhat chi)/r.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import root

C = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]

# ---------- operator identity with numerically differentiated r ----------
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron(sigma[0], s) for s in sigma])
alpha1 = [np.kron(a, np.eye(4)) for a in alpha]
alpha2 = [np.kron(np.eye(4), a) for a in alpha]
pos1, pos2 = np.array([1.3, 2.1, 1.6]), np.array([0.3, 0.1, -0.4])
sep = pos1 - pos2
dist = np.linalg.norm(sep)
nhat = sep / dist
step = 1e-3
unit = np.eye(3)
mixed = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        for s1 in (1, -1):
            for s2 in (1, -1):
                d = pos1 + s1 * step * unit[i] - pos2 - s2 * step * unit[j]
                mixed[i, j] += s1 * s2 * np.linalg.norm(d) / (4 * step**2)


def contract(tensor):
    return sum(tensor[i, j] * alpha1[i] @ alpha2[j]
               for i in range(3) for j in range(3))


a1n = sum(nhat[i] * alpha1[i] for i in range(3))
a2n = sum(nhat[i] * alpha2[i] for i in range(3))
a1a2 = sum(alpha1[i] @ alpha2[i] for i in range(3))
breit_matrix = -(a1a2 + a1n @ a2n) / (2 * dist)
identity_error = np.abs(breit_matrix + a1a2 / dist
                        - contract(-0.5 * mixed)).max()
assert identity_error < 1e-7
across = np.cross(nhat, unit[0])
across /= np.linalg.norm(across)
gauge_along = -0.5 * nhat @ mixed @ nhat
gauge_across = -0.5 * across @ mixed @ across

# No delta function in Laplacian(r): move both derivatives to a Gaussian.
weak_left = quad(lambda x: 4*np.pi*x**3*(4*x**2 - 6)*np.exp(-x*x), 0, 10)[0]
weak_right = quad(lambda x: 4*np.pi*x**2*(2/x)*np.exp(-x*x), 0, 10)[0]
assert abs(weak_left - weak_right) < 1e-8

# ---------- classical retardation and the Darwin Lagrangian ----------
t = sp.symbols("t", real=True)
fixed = sp.Matrix(sp.symbols("x y z", real=True))
path1 = sp.Matrix([2 + t/5, 1 + t**2/3, sp.Rational(1, 2) - t/4])
path2 = sp.Matrix([sp.cos(t)/2, 3*sp.sin(t)/10, t**3/20])
vel1, vel2 = path1.diff(t), path2.diff(t)


def length(v):
    return sp.sqrt(v.dot(v))


to_path = dict(zip(fixed, path1))
r_tt = length(fixed - path2).diff(t, 2).subs(to_path)
r_cl = length(path1 - path2)
n_cl = (path1 - path2) / r_cl
current_part = vel1.dot(vel2) / r_cl
darwin_part = (vel1.dot(vel2) + vel1.dot(n_cl) * vel2.dot(n_cl)) / (2*r_cl)
boundary = vel2.dot(n_cl) / 2
for time in (0.2, 0.7, 1.4):
    gap = (-r_tt/2 + current_part - darwin_part - boundary.diff(t))
    assert abs(float(gap.subs(t, time).evalf())) < 1e-11

T0 = 0.7
point = np.array(path1.subs(t, T0).evalf(), float).ravel()
v_point = np.array(vel1.subs(t, T0).evalf(), float).ravel()
path2_num = sp.lambdify(t, list(path2), "numpy")
vel2_num = sp.lambdify(t, list(vel2), "numpy")
inv_r = 1 / float(r_cl.subs(t, T0).evalf())
second_order = float((-r_tt/2 + current_part).subs(t, T0).evalf())


def retarded_error(c_model):
    """Exact Lienard-Wiechert interaction minus its 1/c^2 expansion."""
    t_ret = T0
    for _ in range(60):
        t_ret = T0 - np.linalg.norm(point - np.array(path2_num(t_ret)))/c_model
    away = point - np.array(path2_num(t_ret))
    v_src = np.array(vel2_num(t_ret))
    phi = 1 / (np.linalg.norm(away) - away @ v_src / c_model)
    exact = -phi + phi * (v_point @ v_src) / c_model**2
    return exact - (-inv_r + second_order / c_model**2)


retard_ratio = retarded_error(400.0) / retarded_error(800.0)
assert 7.5 < retard_ratio < 8.5

# ---------- delta H = -delta L to first order (model units, c = m = 1) ----------
coupling = 0.1 * (np.eye(3) + np.outer(nhat, nhat)) / 2
v_start = np.array([0.3, -0.1, 0.2, 0.15, 0.25, -0.2])


def gamma_factors(v):
    g1 = 1 / np.sqrt(1 - v[:3] @ v[:3])
    g2 = 1 / np.sqrt(1 - v[3:] @ v[3:])
    return np.repeat([g1, g2], 3)


momentum = gamma_factors(v_start) * v_start


def legendre_error(scale):
    def mismatch(v):
        extra = np.concatenate([coupling @ v[3:], coupling @ v[:3]])
        return gamma_factors(v) * v + scale * extra - momentum
    sol = root(mismatch, v_start, tol=1e-13)
    v = sol.x
    assert np.abs(mismatch(v)).max() < 1e-10
    g = gamma_factors(v)
    lagr = -1/g[0] - 1/g[3] + scale * v[:3] @ coupling @ v[3:]
    g0 = gamma_factors(v_start)
    first_order = g0[0] + g0[3] - scale*v_start[:3] @ coupling @ v_start[3:]
    return momentum @ v - lagr - first_order


legendre_ratio = legendre_error(0.2) / legendre_error(0.1)
assert 3.8 < legendre_ratio < 4.2

# ---------- two-electron quadrature in scaled radii rho = Z r ----------
xg, wg = np.polynomial.legendre.leggauss(48)
xg, wg = (xg + 1) / 2, wg / 2
X_MAX = 50.0 ** (1/3)
x1 = X_MAX * xg[:, None]
rho1 = x1**3
w1 = X_MAX * wg[:, None] * 3 * x1**2
x2 = np.hstack([x1 * xg, x1 + (X_MAX - x1) * xg])
rho2 = x2**3
w2 = np.hstack([x1 * wg, (X_MAX - x1) * wg]) * 3 * x2**2
weights = w1 * w2


def angular_averages():
    """Averages over the angle between the two position vectors."""
    y, wy = np.polynomial.legendre.leggauss(32)
    y, wy = (y + 1) / 2, wy / 2
    ra, rb = np.broadcast_arrays(rho1, rho2)
    ra, rb = ra[..., None], rb[..., None]
    width = 2 * np.arctanh(np.minimum(ra, rb) / np.maximum(ra, rb))
    s = np.abs(ra - rb) * np.exp(width * y)
    measure = wy * width * s**2 / (2 * ra * rb)
    u = np.clip((ra**2 + rb**2 - s**2) / (2 * ra * rb), -1, 1)
    zero = np.zeros_like(u)
    e1 = np.array([zero, zero, zero + 1])
    e2 = np.array([np.sqrt(1 - u**2), zero, u])
    n12 = (ra * e1 - rb * e2) / s

    def dot_and_long(p, q):
        dot = (p * q).sum(0) / s
        lon = (p * n12).sum(0) * (q * n12).sum(0) / s
        return np.array([(measure*dot).sum(-1), (measure*lon).sum(-1)])

    radial = dot_and_long(e1, e2)
    circ = 0
    for axis in np.eye(3):          # average over the common spin direction
        circ = circ + dot_and_long(np.cross(e1, axis, axisa=0, axisc=0),
                                   np.cross(e2, axis, axisa=0, axisc=0)) / 3
    return (measure/s).sum(-1), (measure*s).sum(-1), radial, circ


AVG_INV, AVG_R, AVG_RAD, AVG_CIRC = angular_averages()


def dirac_s_orbital(Z, nodes):
    """Energy and radial functions; coefficients solve the radial equations."""
    kappa = -1
    g = np.sqrt(kappa**2 - (Z/C)**2)
    energy = C**2 / np.sqrt(1 + (Z/C/(nodes + g))**2)
    lam = np.sqrt(C**2 - (energy/C)**2)
    m = nodes + 1
    eqs = np.zeros((2*(m + 1), 2*m))
    for k in range(m + 1):
        if k < m:
            eqs[2*k, k] += -Z
            eqs[2*k, m + k] += C * (kappa - g - k)
            eqs[2*k + 1, k] += C * (kappa + g + k)
            eqs[2*k + 1, m + k] += -Z
        if k > 0:
            eqs[2*k, k - 1] += C**2 - energy
            eqs[2*k, m + k - 1] += C * lam
            eqs[2*k + 1, k - 1] += -C * lam
            eqs[2*k + 1, m + k - 1] += -(C**2 + energy)
    _, sing, vh = np.linalg.svd(eqs)
    assert sing[-1] / sing[0] < 1e-12     # the energy is an eigenvalue
    coef = vh[-1]

    def radial(r):
        tail = r**g * np.exp(-lam * r)
        return np.array([tail * sum(coef[k] * r**k for k in range(m)),
                         tail * sum(coef[m + k] * r**k for k in range(m))])

    norm = np.sqrt((w1 * (radial(rho1/Z)**2).sum(0)).sum() / Z)
    return energy - C**2, lambda r: radial(r) / norm


def check_currents(Z):
    """Radial and circulating current formulas against explicit spinors."""
    r = 0.7 / Z
    direction = np.array([0.48, 0.6, 0.64])
    chi = np.array([1, 0]) / np.sqrt(4*np.pi)
    s_r = np.einsum("i,ijk->jk", direction, sigma)
    (Pa, Qa), (Pb, Qb) = [dirac_s_orbital(Z, k)[1](r) for k in (0, 1)]
    sa = np.concatenate([Pa*chi, -1j*Qa*(s_r @ chi)]) / r
    sb = np.concatenate([Pb*chi, -1j*Qb*(s_r @ chi)]) / r
    explicit = np.array([sa.conj() @ a @ sb for a in alpha])
    formula = (1j*(Qa*Pb - Pa*Qb)*direction
               + (Pa*Qb + Qa*Pb)*np.cross(direction, unit[2]))/(4*np.pi*r*r)
    assert np.abs(explicit - formula).max() < 1e-10*np.abs(explicit).max()


def triplet(Z):
    """First-order interaction energies of 1s2s, J = 1, M = 1."""
    ea, fa = dirac_s_orbital(Z, 0)
    eb, fb = dirac_s_orbital(Z, 1)

    def products(rho):
        (Pa, Qa), (Pb, Qb) = fa(rho/Z), fb(rho/Z)
        return dict(aa=Pa*Pa + Qa*Qa, bb=Pb*Pb + Qb*Qb, ab=Pa*Pb + Qa*Qb,
                    rad=Qa*Pb - Pa*Qb, caa=2*Pa*Qa, cbb=2*Pb*Qb,
                    cab=Pa*Qb + Qa*Pb)

    d1, d2 = products(rho1), products(rho2)
    assert abs((w1 * d1["ab"]).sum() / Z) < 1e-9

    def integral(k1, k2, kernel):
        return (weights * d1[k1] * d2[k2] * kernel).sum() / Z**2

    res = dict(ea=ea, eb=eb)
    res["J"] = integral("aa", "bb", Z * AVG_INV)
    res["K"] = integral("ab", "ab", Z * AVG_INV)
    res["r_ex"] = integral("ab", "ab", AVG_R / Z)
    # each operator is -(A delta_ij + B n_i n_j)/r with its own (A, B)
    for name, (A, B) in dict(gaunt=(1, 0), gauge=(-.5, .5),
                             breit=(.5, .5)).items():
        k_rad = -Z * (A * AVG_RAD[0] + B * AVG_RAD[1])
        k_circ = -Z * (A * AVG_CIRC[0] + B * AVG_CIRC[1])
        res[name + "_dir"] = integral("caa", "cbb", k_circ)
        res[name + "_xrad"] = integral("rad", "rad", k_rad)
        res[name + "_xcirc"] = integral("cab", "cab", k_circ)
        res[name] = (res[name + "_dir"] - res[name + "_xrad"]
                     - res[name + "_xcirc"])
    res["gauge_from_energies"] = -(ea - eb)**2 * res["r_ex"] / (2 * C**2)
    exchange = res["gauge_xrad"] + res["gauge_xcirc"]
    assert abs(exchange / res["gauge_from_energies"] - 1) < 1e-6
    assert abs(res["gauge_dir"]) < 1e-6 * abs(res["gaunt_dir"])
    assert abs(res["gauge_xcirc"]) < 1e-6 * abs(res["gaunt_xcirc"])
    assert abs(res["breit_xrad"]) < 1e-6 * abs(res["gaunt_xrad"])
    return res


check_currents(50)
results = {Z: triplet(Z) for Z in (5, 10, 50)}
# nonrelativistic limits of the direct and exchange Coulomb integrals
assert abs(results[5]["J"] / (5 * 17/81) - 1) < 0.01
assert abs(results[5]["K"] / (5 * 16/729) - 1) < 0.01
fraction = {Z: q["breit"] / q["gaunt"] for Z, q in results.items()}
growth = fraction[10] / fraction[5]
assert 3.8 < growth < 4.2

# ---------- report ----------
print(f"speed of light c = {C:.6f} a.u.")
print(f"1 hartree = {EV:.6f} eV")
print(f"test separation r = {dist:.4f} bohr")
print(f"largest error of 16x16 identity = {identity_error:.1e} hartree")
print(f"Gaunt coefficient, any direction = {-1/dist:.6f} hartree")
print(f"gauge coefficient along r = {gauge_along:.6f} hartree")
print(f"gauge coefficient across r = {gauge_across:.6f} hartree")
print(f"Breit coefficient along r = {-1/dist + gauge_along:.6f} hartree")
print(f"Breit coefficient across r = {-1/dist + gauge_across:.6f} hartree")
print(f"retardation error ratio, c doubled = {retard_ratio:.3f} (no unit)")
print(f"Legendre error ratio, delta L halved = {legendre_ratio:.3f} (no unit)")
labels = [("ea", "1s energy minus c^2", "hartree"),
          ("eb", "2s energy minus c^2", "hartree"),
          ("J", "Coulomb direct", "hartree"),
          ("K", "Coulomb exchange", "hartree"),
          ("r_ex", "exchange element of r", "bohr"),
          ("gauge_from_energies", "gauge exchange, energy form", "hartree"),
          ("gauge_xrad", "gauge exchange, current form", "hartree"),
          ("gaunt_dir", "Gaunt direct", "hartree"),
          ("gaunt_xrad", "Gaunt exchange, radial", "hartree"),
          ("gaunt_xcirc", "Gaunt exchange, circulating", "hartree"),
          ("gaunt", "Gaunt energy of 1s2s J=1", "hartree"),
          ("gauge", "gauge energy of 1s2s J=1", "hartree"),
          ("breit", "Breit energy of 1s2s J=1", "hartree")]
for Z in (10, 50):
    q = results[Z]
    print(f"--- nuclear charge Z = {Z} ---")
    for key, label, unit_name in labels:
        print(f"{label} = {q[key]:.7g} {unit_name}")
    print(f"Coulomb energy J-K = {q['J'] - q['K']:.7g} hartree")
    print(f"Breit energy in eV = {q['breit']*EV:.5g} eV")
    print(f"Breit/Gaunt = {fraction[Z]:.5f} (no unit)")
print(f"Breit/Gaunt growth from Z=5 to Z=10 = {growth:.4f} (no unit)")
print("success")
```

Printed output:

```
speed of light c = 137.035999 a.u.
1 hartree = 27.211386 eV
test separation r = 3.0000 bohr
largest error of 16x16 identity = 2.4e-08 hartree
Gaunt coefficient, any direction = -0.333333 hartree
gauge coefficient along r = 0.000000 hartree
gauge coefficient across r = 0.166667 hartree
Breit coefficient along r = -0.333333 hartree
Breit coefficient across r = -0.166667 hartree
retardation error ratio, c doubled = 7.993 (no unit)
Legendre error ratio, delta L halved = 3.992 (no unit)
--- nuclear charge Z = 10 ---
1s energy minus c^2 = -50.06674 hartree
2s energy minus c^2 = -12.52086 hartree
Coulomb direct = 2.104029 hartree
Coulomb exchange = 0.220633 hartree
exchange element of r = -0.004557712 bohr
gauge exchange, energy form = 0.0001710694 hartree
gauge exchange, current form = 0.0001710694 hartree
Gaunt direct = -0.0004395428 hartree
Gaunt exchange, radial = -0.0001710694 hartree
Gaunt exchange, circulating = -0.0004393169 hartree
Gaunt energy of 1s2s J=1 = 0.0001708435 hartree
gauge energy of 1s2s J=1 = -0.0001710694 hartree
Breit energy of 1s2s J=1 = -2.258827e-07 hartree
Coulomb energy J-K = 1.883396 hartree
Breit energy in eV = -6.1466e-06 eV
Breit/Gaunt = -0.00132 (no unit)
--- nuclear charge Z = 50 ---
1s energy minus c^2 = -1294.626 hartree
2s energy minus c^2 = -326.4948 hartree
Coulomb direct = 11.20989 hartree
Coulomb exchange = 1.259027 hartree
exchange element of r = -0.0009387238 bohr
gauge exchange, energy form = 0.02342648 hartree
gauge exchange, current form = 0.02342648 hartree
Gaunt direct = -0.0590981 hartree
Gaunt exchange, radial = -0.02342648 hartree
Gaunt exchange, circulating = -0.0583149 hartree
Gaunt energy of 1s2s J=1 = 0.02264329 hartree
gauge energy of 1s2s J=1 = -0.02342648 hartree
Breit energy of 1s2s J=1 = -0.0007831965 hartree
Coulomb energy J-K = 9.950862 hartree
Breit energy in eV = -0.021312 eV
Breit/Gaunt = -0.03459 (no unit)
Breit/Gaunt growth from Z=5 to Z=10 = 4.0056 (no unit)
success
```
